# Why excited subbands crowd together in accumulation layers

## Question

A silicon surface under a positive gate can hold a thin sheet of electrons in two ways. On a p-type substrate the sheet is an inversion layer; on an n-type substrate it is an accumulation layer. Let both sheets have the same number of electrons per area, $N_s$, at low temperature. The excited levels for motion normal to the surface lie closer together in the accumulation layer. What causes this, how does the separation depend on the substrate, and how large is the difference?

## Answer

### The mechanism

An electron in an excited level travels farther from the surface than the electrons of the lowest level. Once it has passed them, they push it away from the surface and cancel the pull of an equal amount of positive gate charge. In the Hartree picture used here, what still returns it is the field that ends on the fixed negative charge deeper in the semiconductor. Exchange and correlation add an attraction to the sheet itself, which is sized in the last section.

In an inversion layer this charge consists of ionized acceptors in the depletion region. In an accumulation layer it is absent, or small if the n-type substrate contains a few acceptors.

The strength of the returning field sets the level separation through the time of a classical round trip. Neglect the thickness of the electron sheet for the moment. Let $V_s$ be the potential energy just beyond it, $F_d$ the field there, and $m$ the mass for motion normal to the surface. An electron of energy $E>V_s$ leaves the sheet with speed $v=\sqrt{2(E-V_s)/m}$ and decelerates at the rate $eF_d/m$. It returns after

$$T=\frac{2mv}{eF_d}=\frac{2\sqrt{2m(E-V_s)}}{eF_d}.$$

Semiclassical quantization fixes the action $J=\oint p\,dz$ in steps of $2\pi\hbar$. Since $dJ/dE=T$, neighbouring levels differ by about $2\pi\hbar/T$. If most of the trip is spent beyond the sheet, a weaker $F_d$ means a longer trip and closer levels. At $F_d=0$ the electron does not return, and energies above $V_s$ form a continuum.

### The potential in both layers

Let the semiconductor fill $z>0$, with a hard wall at $z=0$. Take the Hartree approximation and put all mobile electrons in the lowest subband, with density $n(z)=\psi_0^2(z)$ normalized to one. Let $V(z)$ be the electron's potential energy, with $V(0)=0$, and $F(z)$ the electric field pointing into the semiconductor, so that $V'=eF$.

Apply Gauss's law to a slab reaching from $z$ into the neutral bulk, where the field vanishes. The field at $z$ terminates on all the negative charge beyond $z$:

$$V'(z)=\frac{e^2N_s}{\varepsilon}\int_z^\infty n(z')\,dz'+\frac{e^2N_d}{\varepsilon}.$$

Here $N_d$ is the depletion charge per area divided by $e$. For acceptor density $N_A$ and depletion width $W$ its part beyond $z$ is $N_A(W-z)=N_d(1-z/W)$, which has been replaced by $N_d$ because $z\ll W$. Beyond the sheet the integral vanishes, leaving

$$eF_d=\frac{e^2N_d}{\varepsilon}.$$

Now integrate the mobile part from the wall. Exchanging the order of integration gives

$$V_{\rm mob}(z)=\frac{e^2N_s}{\varepsilon}\int_0^z dz'\int_{z'}^\infty n(z'')\,dz''
=\frac{e^2N_s}{\varepsilon}\int_0^\infty\min(z,z'')\,n(z'')\,dz''.$$

For large $z$ the minimum is $z''$, so the mobile part levels off at

$$V_s=\frac{e^2N_s}{\varepsilon}\langle z\rangle_0 ,$$

with $\langle z\rangle_0$ the mean distance of the electrons from the wall. Subtracting $V_{\rm mob}$ from this plateau, we can write the whole potential as

$$V(z)=V_s+eF_dz-U(z),\qquad U(z)=\frac{e^2N_s}{\varepsilon}\int_z^\infty(z'-z)\,n(z')\,dz'.$$

The two layers thus share one form: a short-range well $U$ made by the electrons themselves, and a ramp of slope $eF_d$ made by the substrate.

### Accumulation without any depletion charge

Set $N_d=0$ first. Measure length in units of $\ell$ and energy in units of $\mathcal E$, chosen so that the kinetic and electrostatic scales agree:

$$\mathcal E=\frac{\hbar^2}{2m\ell^2}=\frac{e^2N_s\ell}{\varepsilon}
\quad\Rightarrow\quad \ell=\left(\frac{\hbar^2\varepsilon}{2me^2N_s}\right)^{1/3}.$$

With these units the self-consistent equation contains no parameter. The number of bound levels is therefore the same at every $N_s$ in this model, while binding energies vary as $\mathcal E\propto N_s^{2/3}$. The model itself has a limit: the Fermi energy grows as $N_s$ and, for silicon (100), overtakes the binding energy of the lowest level near $N_s=6.9\times10^{11}\ \mathrm{cm^{-2}}$. Above that density the electrons cannot all stay in one subband.

To count the levels, consider the solution $\chi$ at the threshold $E=V_s$:

$$-\frac{\hbar^2}{2m}\chi''-U\chi=0,\qquad \chi(0)=0.$$

By the oscillation theorem, its number of zeros at $z>0$ equals the number of levels below $V_s$. Numerical integration gives one zero, and direct diagonalization gives one bound level. That level is the occupied one. In this limit the one-subband Hartree model has no excited bound subbands to be closely spaced; there is a continuum. Exchange and correlation deepen the well and can bind an excited level even at $N_d=0$.

Beyond the well, $\chi''=0$, so $\chi$ becomes a straight line proportional to $z-A$. The intercept $A$ describes how the inner region affects slow electrons outside.

### A weak depletion field

A small $F_d$ turns the continuum into a ladder. Outside the well,

$$-\frac{\hbar^2}{2m}\psi''+(V_s+eF_dz)\psi=E\psi.$$

Define the length and energy of the ramp,

$$\ell_d=\left(\frac{\hbar^2}{2meF_d}\right)^{1/3},\qquad
s=eF_d\ell_d=\left(\frac{\hbar^2}{2m}\right)^{1/3}(eF_d)^{2/3},$$

and the coordinate $\zeta=[z-(E-V_s)/eF_d]/\ell_d$. Since $\psi''=\ell_d^{-2}\,d^2\psi/d\zeta^2$ and $\hbar^2/(2m\ell_d^2)=s$, division by $s$ gives

$$\frac{d^2\psi}{d\zeta^2}=\zeta\psi .$$

The solution that decays into the substrate is $\mathrm{Ai}(\zeta)$.

If $\ell_d$ is much larger than both $|A|$ and the range of $U$, the energy above $V_s$ and the ramp hardly matter inside the well. The inner solution is then close to $\chi$ and emerges as the line $z-A$. The Airy function is also linear near a zero, because its second derivative vanishes there. The two join if the Airy function, continued inward, vanishes at $z=A$. With $a_n$ the $n$th zero of $\mathrm{Ai}$,

$$\frac{1}{\ell_d}\left(A-\frac{E-V_s}{eF_d}\right)=-|a_n| .$$

Multiplying by $eF_d\ell_d=s$ and solving for $E$ gives

$$E_n\simeq V_s+eF_dA+s|a_n|,\qquad n=1,2,\ldots$$

The index begins at $n=1$ for the first excited level: $\chi$ supplies one node inside the well and the Airy function supplies $n-1$ outside, making $n$ in all. The level $n=0$ is the one already bound by $U$.

The first two terms are common to all excited levels and cancel in differences:

$$\boxed{E_{n+1}-E_n\simeq\left(\frac{\hbar^2}{2m}\right)^{1/3}\left(\frac{e^2N_d}{\varepsilon}\right)^{2/3}\bigl(|a_{n+1}|-|a_n|\bigr),\quad n\ge1.}$$

At leading order $N_s$ has disappeared: in the Hartree model, and as long as the excited subbands are empty, the excited separations are set by the substrate, not by the electron sheet. Once excited subbands fill, their charge adds to the outer field. For the accumulation layer described below, at 4.2 K, $E_2-E_1$ is about 1.5, 2.1 and 3.0 meV at $N_s=1$, 2 and $3\times10^{12}\ \mathrm{cm^{-2}}$, while the formula gives 1.46 meV throughout.

The round-trip argument gives nearly the same factor. Inserting $T$ into $2\pi\hbar/T$ yields $\pi s^{3/2}/\sqrt{E-V_s}$. Midway between $|a_1|=2.338$ and $|a_2|=4.088$ this is $\pi s/\sqrt{3.213}=1.753\,s$, against the Airy difference of $1.750\,s$.

The first gap behaves differently. As $N_d\to0$, $E_1$ approaches $V_s$, so $E_1-E_0$ tends to the binding energy of the lowest level, which is not zero.

For a numerical test of the limit, take $N_s=5\times10^{11}\ \mathrm{cm^{-2}}$ and $N_d=10^8\ \mathrm{cm^{-2}}$ with the silicon mass and permittivity given below. The self-consistent solution has $E_1-V_s=0.11612$ meV; the formula gives $0.1161$ to $0.1162$ meV, the last digit depending on the numerical value of $A$, so the two agree within 0.1%. The next two separations are both $0.9995$ times their Airy values.

### When the field is not weak

A second relation does not need $F_d$ to be small. Hold the mobile charge fixed and vary the slope $f=eF_d$ of the ramp. For a normalized eigenstate, $E_n=\langle\psi_n|H|\psi_n\rangle$. The terms from the change of $\psi_n$ add up to $E_n\,\partial\langle\psi_n|\psi_n\rangle/\partial f=0$, and $\partial H/\partial f=z$. Hence

$$\frac{\partial E_n}{\partial f}=\langle z\rangle_n,\qquad
\frac{\partial(E_{n+1}-E_n)}{\partial f}=\langle z\rangle_{n+1}-\langle z\rangle_n .$$

The ramp raises each level in proportion to its mean distance from the wall. If the higher state lies farther out, as it does for all levels computed below, strengthening the field opens the gap.

### Two silicon layers

Take the (100) surface of silicon at 4.2 K, with $m=0.916\,m_0$, relative permittivity 11.7 and $N_s=5\times10^{11}\ \mathrm{cm^{-2}}$ in both layers. Holding $N_s$ equal means that the surface fields, proportional to $N_s+N_d$, differ.

The inversion layer has $10^{15}$ acceptors per $\mathrm{cm^3}$ and a band bending $\phi=1.1$ V across the depletion region. The accumulation layer has $10^{14}$ residual acceptors per $\mathrm{cm^3}$. In its cold bulk the Fermi level sits at the donor level, roughly 0.045 eV below the conduction band. Near the surface the bands bend down, the donors fill and become neutral, and the negative acceptors remain uncompensated. This negatively charged region extends inward until the band has risen by about 0.045 eV. All these parameters are rough typical values.

For uniform acceptor charge, integrating the field $eN_A(W-z)/\varepsilon$ gives $\phi=eN_AW^2/2\varepsilon$, so

$$N_d=N_AW=\sqrt{\frac{2\varepsilon N_A\phi}{e}} .$$

This yields $1.19\times10^{11}\ \mathrm{cm^{-2}}$ for inversion and $7.6\times10^9\ \mathrm{cm^{-2}}$ for accumulation. The ramps are 0.01845 and 0.00118 MV/cm, or 1.845 and 0.118 meV/nm for an electron.

With $\hbar^2/2m=41.6\ \mathrm{meV\,nm^2}$, the Airy estimates of $E_2-E_1$ are

$$\text{inversion: }(41.6\times1.845^2)^{1/3}\times1.750=9.1\ \text{meV},$$

$$\text{accumulation: }(41.6\times0.118^2)^{1/3}\times1.750=1.46\ \text{meV}.$$

The self-consistent separations are:

| Gap (meV) | Inversion | Accumulation |
|---|---:|---:|
| $E_1-E_0$ | 12.3 | 5.14 |
| $E_2-E_1$ | 8.07 | 1.42 |
| $E_3-E_2$ | 6.90 | 1.17 |
| $E_4-E_3$ | 6.22 | 1.04 |

In this Hartree model the gap $E_2-E_1$ is 5.7 times smaller in accumulation; the power law $N_d^{2/3}$ predicts 6.3. The Airy estimate exceeds the solved gap by 3% in accumulation and 13% in inversion. The larger error is consistent with the condition on $\ell_d$. At $N_d=0$ the intercept is $A\approx5.1$ nm (the finite-grid value in the output below, 5.01 nm, is low by about 0.06 nm), while $\ell_d=s/eF_d$ is 7.1 nm in accumulation and 2.8 nm in inversion. The accumulation layer therefore lies at the edge of the weak-field regime and the inversion layer outside it, where the formula serves only as an estimate.

The mean positions show where the excited electrons are. In accumulation, $\langle z\rangle$ is 3.9 nm for the lowest level and 15.3 and 23.1 nm for the next two. In inversion the values are 3.2, 7.2 and about 10 nm.

The cause can be isolated by exchanging one ingredient at a time. Keep the accumulation layer's mobile charge but give it the inversion layer's ramp: $E_2-E_1$ rises from 1.42 to 8.55 meV. Keep the ramp but substitute the inversion layer's mobile charge: the gap becomes 1.36 meV. The ramp alone slightly overshoots the inversion value of 8.07 meV; the different shape of the electron sheet accounts for the remainder.

The first gap confirms the other limit. With $N_d=0$ the lowest level is bound by 3.5 meV, so $E_1-E_0$ falls from 5.14 meV towards that value rather than to zero.

### How far this describes a real layer

The assumed densities suit lightly doped silicon at helium temperature. At zero temperature the Fermi energy is 3.15 meV above $E_0$. In accumulation this lies below both $E_1$, at 5.14 meV, and the lowest level of the other valley ladder, at 5.46 meV. The real excited spectrum interleaves the two ladders; the separations above refer to one of them.

At 4.2 K an estimated 0.13% of the accumulated electrons are thermally excited. That is small beside $N_s$ but about 9% of $N_d$, so these electrons can raise the field just beyond the sheet by up to that fraction. The effect on $E_2-E_1$ is smaller, about 1%. At 300 K, $k_BT=26$ meV exceeds every gap in the table, and the assumption of one occupied subband fails.

The largest omissions concern electron interactions. The image potential of the oxide, added to the fixed Hartree potential, changes $E_2-E_1$ from 8.07 to 7.43 meV in inversion and from 1.42 to 1.17 meV in accumulation. In the fixed potential it would also pull $E_1-E_0$ in accumulation down to 1.8 meV, below the Fermi energy, so the estimate has to be made self-consistent; $E_1-E_0$ is then 3.9 meV and $E_2-E_1$ is 7.59 and 1.19 meV. The contrast survives. The first gap is less secure: the image potential raises $E_0$ by about 5.5 meV in accumulation at first order, while a strictly two-dimensional estimate of exchange, made with the permittivity of silicon, lowers an electron at the Fermi wave vector by about 10 meV. Both exceed the 3.5 meV binding energy. Exchange and correlation also act on the excited levels, because the sheet screens an electron beyond it and so attracts it. A static estimate of this pull at the mean position of the first excited accumulation level is about 0.2 meV/nm, larger than the ramp of 0.118 meV/nm. Rough local-density estimates, with exchange alone or with correlation and with or without the oxide image, give $E_2-E_1$ of 2 to 4 meV in accumulation and 9 to 11 meV in inversion, a ratio near 3 to 4.5 instead of 5.7, and $E_1-E_0$ of 8 to 12 meV in accumulation. The ordering of the two layers holds, but the Hartree table understates the lowest accumulation gaps, and the power law applies best to the higher levels.

Scattering also matters. For a rough mobility of $10^4\ \mathrm{cm^2/Vs}$, $\hbar/\tau$ is 0.6 meV if the transport time is used for $\tau$. This is small beside the inversion gaps but more than half of $E_4-E_3$ in accumulation, so the upper accumulation levels may be poorly resolved.

Scaled transistors depart from the example in two ways. Heavily doped bulk channels have a much larger $N_d$, for which the weak-field formula is unsafe. In a thin undoped film a second barrier confines the electrons, and levels can remain well separated with no depletion charge at all. The argument applies where the electrons face a thick substrate, only the lowest subband is occupied, and the substrate's fixed charge is the main force turning them back; for the lowest excited levels of an accumulation layer the exchange-correlation attraction to the sheet is as strong.

The one-subband Hartree levels and the fixed-potential estimates are in the numerical output below.

## Computed values

```
sheet density, both layers: 5.00e+11 cm^-2
masses m_z, m_t: 0.916, 0.19 m0; eps_Si 11.7
acceptors inv, acc: 1.0e+15, 1.0e+14 cm^-3
band bending inv, acc: 1.1, 0.045 V
[inversion]
depletion density: 1.193e+11 cm^-2; width 1193 nm
depletion field: 0.01845 MV/cm
E0..E4: [31.936 44.258 52.331 59.229 65.446] meV
gaps 01,12,23,34: [12.322  8.073  6.898  6.217] meV
mean z, n=0..4: [ 3.25  7.2  10.05 12.5  14.73] nm
plateau V_s: 25.131 meV
Airy gaps 12,23,34: [9.119 7.466 6.598] meV
other ladder lowest level above E0: 12.222 meV
estimated excited fraction at 4.2 K: 7.69e-12
gap 12 with depletion curvature: 8.027 meV
gap 12 with image potential: 7.432 meV
first-order image shift of E0: 6.38 meV
wall-penetration lowering of E0: 0.49 meV
[accumulation]
depletion density: 7.628e+09 cm^-2; width 763 nm
depletion field: 0.00118 MV/cm
E0..E4: [27.346 32.482 33.903 35.072 36.109] meV
gaps 01,12,23,34: [5.136 1.421 1.17  1.037] meV
mean z, n=0..4: [ 3.88 15.27 23.13 29.64 35.43] nm
plateau V_s: 29.976 meV
Airy gaps 12,23,34: [1.458 1.194 1.055] meV
other ladder lowest level above E0: 5.461 meV
estimated excited fraction at 4.2 K: 1.33e-03
gap 12 with depletion curvature: 1.393 meV
gap 12 with image potential: 1.166 meV
first-order image shift of E0: 5.52 meV
wall-penetration lowering of E0: 0.34 meV
[comparison and limits]
gap 12 ratio inv/acc: 5.682
(N_d ratio)^(2/3): 6.253
gap 12, acc charge with inv field: 8.552 meV
gap 12, inv charge with acc field: 1.362 meV
shares, field only and charge only: 1.072, -0.009
N_d=0: bound levels 1, threshold nodes 1
N_d=0: binding 3.509 meV, intercept A 5.006 nm
binding ratio on doubling N_s: 1.5873
weak test N_d: 1.0e+08 cm^-2
weak E1-V_s, solved and formula: 0.11612, 0.11608 meV
weak gaps 12,23 / Airy gaps: [0.9995 0.9995]
Fermi energy above E0: 3.150 meV
kT at 4.2 K and 300 K: 0.362, 25.85 meV
strict-2D exchange lowering at k_F: 9.82 meV
hbar/tau at 10000 cm2/Vs: 0.609 meV
oxide field in inversion: 0.287 MV/cm
```
